# Error of the logarithmic-derivative loss estimate for power-law dielectrics

For a power-law susceptibility $\chi\propto(i\omega)^{n-1}$ with $0<n<1$, the estimate

$$
\chi''\approx L\equiv-\frac{\pi}{2}\,\frac{d\chi'}{d\ln\omega}
$$

is too low by a fraction that depends on $n$ alone:

$$
\frac{L}{\chi''}=x\cot x,\qquad x=\frac{\pi}{2}(1-n),\qquad
\delta\equiv\frac{L-\chi''}{\chi''}=x\cot x-1 .
$$

For $n=0.8$ the error is $\delta=-3.3\,\%$; for $n=0.5$ it is $\delta=\pi/4-1=-21.5\,\%$. Both are relative to the true loss.

Fields vary as $e^{+i\omega t}$ and $\chi=\chi'-i\chi''$, so positive $\chi''$ means dissipation. I write $s=1-n$, so that $x=\pi s/2$, and $D=d/d\ln\omega$.

## Back of the envelope

A factor $(i\omega)^{-s}$ has magnitude $\omega^{-s}$ and phase $-\pi s/2=-x$ at every frequency. The ratio of loss to real part is therefore $\tan x$. The real part falls as $\omega^{-s}$, so its logarithmic slope is $-s\chi'$, and the estimate gives $(\pi/2)s\chi'=x\chi'$. The approximation thus replaces $\tan x$ by $x$.

Since $\tan x\approx x+x^3/3$, the missing fraction is about $x^2/3$. For $n=0.8$, $x=0.314$ and $x^2/3=0.033$, which already gives the answer. For $n=0.5$, $x=0.785$ and $x^2/3=0.206$, one percentage point short of the full result. The method is good when the phase angle of the susceptibility is small, that is, when $n$ is close to 1 and the loss is nearly flat in frequency.

## Controlled derivation

**The power law and its phase.** Let the polarization respond to a field impulse as $f(t)=A\,t^{-n}/\Gamma(1-n)$ for $t>0$, with $A>0$. The susceptibility is the one-sided transform of $f$. For real $p>0$, the substitution $z=pt$ gives

$$
\int_0^\infty t^{-n}e^{-pt}\,dt=p^{\,n-1}\int_0^\infty z^{-n}e^{-z}\,dz=\Gamma(1-n)\,p^{\,n-1}.
$$

Both sides are analytic for $\mathrm{Re}\,p>0$, so the equality holds there too. Letting $p\to i\omega$ from the right, where the argument of $p$ tends to $+\pi/2$, gives

$$
\chi(\omega)=A(i\omega)^{n-1}=A\,\omega^{-s}e^{-i\pi s/2}=A\,\omega^{-s}(\cos x-i\sin x).
$$

The condition $n<1$ makes the integral converge at $t=0$; $n>0$ makes $t^{-n}$ decay, so that the oscillating integral converges at long times. Comparison with $\chi=\chi'-i\chi''$ yields

$$
\chi'=A\omega^{-s}\cos x,\qquad \chi''=A\omega^{-s}\sin x,\qquad \chi''=\chi'\tan x .
$$

The corresponding ac conductivity is $\varepsilon_0\omega\chi''\propto\omega^{1-s}=\omega^{n}$, the form used for ac hopping. The exponent $n$ is thus the slope of the conductivity on a log-log plot.

**The estimate.** Because $D\omega^{-s}=-s\,\omega^{-s}$,

$$
L=-\frac{\pi}{2}D\chi'=\frac{\pi s}{2}\chi'=x\chi',\qquad
\frac{L}{\chi''}=\frac{x\chi'}{\chi'\tan x}=x\cot x .
$$

Amplitude and frequency have cancelled. A constant high-frequency permittivity added to $\chi'$ would change nothing, since $D$ removes it.

**Sign and limits.** For $0<x<\pi/2$ one has $\tan x>x$, so the error is negative for every $n$ between 0 and 1. It also grows steadily in size as $n$ falls, because

$$
\frac{d}{dx}(x\cot x)=\cot x-\frac{x}{\sin^2x}=\frac{\tfrac12\sin2x-x}{\sin^2x}<0 .
$$

For small $x$, insert $\tan x=x+x^3/3+2x^5/15+\dots$ and expand the reciprocal:

$$
x\cot x=\frac{1}{1+\frac{x^2}{3}+\frac{2x^4}{15}+\dots}
=1-\frac{x^2}{3}-\frac{2x^4}{15}+\frac{x^4}{9}+\dots
=1-\frac{x^2}{3}-\frac{x^4}{45}-\dots
$$

At the other end, $n\to0$, the phase angle tends to $\pi/2$. The real part then vanishes compared with the loss, and the estimate misses all of it: $\delta\to-100\,\%$. The error reaches $-10\,\%$ at $n=0.655$.

| | $n=0.8$ | $n=0.5$ |
|---|---|---|
| $x$ (rad) | 0.3142 | 0.7854 |
| $\chi''/\chi'=\tan x$ | 0.3249 | 1.0000 |
| $L/\chi''$ | 0.9669 | 0.7854 |
| error $\delta$ | −3.31 % | −21.46 % |
| repair factor $\tan x/x$ | 1.034 | 1.273 |

The last row is the factor by which $L$ must be multiplied to recover the loss. For $n=0.5$ the loss is 27 % above the estimate, while the estimate is 21 % below the loss; the two percentages have different denominators.

## Why a local slope can stand for the loss

The algebra above gives the error but not the reason for the factor $\pi/2$. That comes from causality. Since $f(t)=0$ for $t<0$, $\chi(u)$ is analytic in the lower half of the complex $u$ plane. Integrate $\chi(u)/(u-\omega)$ along the real axis and close the path below. The large arc vanishes because $\chi\to0$ there, and the singularity $u^{-s}$ at the origin is integrable. The path passes the pole at $\omega$ on a small half circle below it, traversed counterclockwise, which contributes $i\pi\chi(\omega)$. The total is zero, so

$$
P\!\int_{-\infty}^{\infty}\frac{\chi(u)}{u-\omega}\,du=-i\pi\chi(\omega).
$$

The real part of the right side is $-\pi\chi''(\omega)$. As $\chi'$ is even, the contributions of $u$ and $-u$ combine through $1/(u-\omega)-1/(u+\omega)=2\omega/(u^2-\omega^2)$:

$$
\chi''(\omega)=-\frac{2\omega}{\pi}P\!\int_0^\infty\frac{\chi'(u)}{u^2-\omega^2}\,du .
$$

Now set $u=\omega e^{y}$, $du=\omega e^y dy$. The kernel becomes $2e^y/(e^{2y}-1)=1/\sinh y$, and

$$
\chi''(\omega)=-\frac1\pi P\!\int_{-\infty}^{\infty}\frac{\chi'(\omega e^y)}{\sinh y}\,dy .
$$

The antiderivative of $1/\sinh y$ is $\ln\tanh|y/2|$, so integrate by parts. At large $|y|$ this function behaves as $-2e^{-|y|}$, while $\chi'$ grows no faster than $e^{s|y|}$ with $s<1$; the outer boundary terms vanish. Next to $y=0$, the two boundary terms at $y=\pm\eta$ combine to something of order $\eta\ln\eta$, which also vanishes. What remains is

$$
\chi''(\omega)=-\frac{\pi}{2}\int_{-\infty}^{\infty}W(y)\,(D\chi')(\omega e^y)\,dy,\qquad
W(y)=\frac{2}{\pi^2}\ln\coth\left|\frac y2\right| .
$$

The loss is $-\pi/2$ times a weighted mean of the slope. To see that $W$ has unit area, expand for $y>0$:

$$
\ln\coth\frac y2=\ln\frac{1+e^{-y}}{1-e^{-y}}=2\sum_{k\ \mathrm{odd}}\frac{e^{-ky}}{k}.
$$

Integration over both signs of $y$ gives $4\sum_{k\ \mathrm{odd}}1/k^2=4\cdot\pi^2/8=\pi^2/2$, and the prefactor of $W$ turns this into 1. The estimate $L$ replaces the mean slope by the slope at the centre.

**The error as an average.** For a power law the slope at $\omega e^y$ is the local slope times $e^{-sy}$. Since $W$ is even, the ratio of mean to local slope is

$$
M(s)=\int W(y)\cosh(sy)\,dy
=\frac{8}{\pi^2}\sum_{k\ \mathrm{odd}}\frac1k\,\frac{k}{k^2-s^2}
=\frac{8}{\pi^2}\sum_{k\ \mathrm{odd}}\frac{1}{k^2-s^2},
$$

where $\int_0^\infty e^{-ky}\cosh(sy)\,dy=k/(k^2-s^2)$ was used. The sum follows from the product $\cos(\pi s/2)=\prod_{k\ \mathrm{odd}}(1-s^2/k^2)$. Its logarithmic derivative with respect to $s$ gives $(\pi/2)\tan(\pi s/2)=\sum 2s/(k^2-s^2)$, hence

$$
M(s)=\frac{8}{\pi^2}\,\frac{\pi}{4s}\tan\frac{\pi s}{2}=\frac{\tan x}{x}.
$$

This is the repair factor again, found by a separate road; direct quadrature of the weighted mean gives 1.03425 for $n=0.8$ and 1.27324 for $n=0.5$. It also explains the sign. Since $\cosh(sy)>1$ away from the centre, the steeper slope on the low-frequency side adds more to the mean than the gentler slope on the high-frequency side takes away. The local slope is therefore too small.

**The range of frequencies that matters.** Expanding $M(s)=1+\tfrac12s^2\langle y^2\rangle+\dots$ and comparing with $\tan x/x=1+\pi^2s^2/12+\dots$ gives $\langle y^2\rangle=\pi^2/6$. The rms width is 1.28 in $\ln\omega$, or 0.557 decade, and 91.9 % of the weight lies within one decade on either side.

**The next term.** If the slope varies slowly over this width, expand it about $y=0$. The term linear in $y$ averages to zero, and the quadratic one leaves $\tfrac12\langle y^2\rangle D^3\chi'=(\pi^2/12)D^3\chi'$. Thus

$$
\chi''\approx-\frac\pi2D\chi'-\frac{\pi^3}{24}D^3\chi' .
$$

For a power law $D^3\chi'=-s^3\chi'$, so the right side is $(x+x^3/3)\chi'$. The error drops to $-0.13\,\%$ for $n=0.8$ and $-5.3\,\%$ for $n=0.5$. The price is a third derivative, which amplifies noise in the data.

## A second case: the Debye peak

The negative sign belongs to power laws and not to the method. Take $\chi=1/(1+iv)$ with $v=\omega\tau$. Then $\chi'=1/(1+v^2)$, $\chi''=v/(1+v^2)$, and

$$
D\chi'=-\frac{2v^2}{(1+v^2)^2},\qquad
L=\frac{\pi v^2}{(1+v^2)^2},\qquad
\frac{L}{\chi''}=\frac{\pi v}{1+v^2}.
$$

At the peak, $v=1$, the ratio is $\pi/2$: the estimate is 57 % too high. Here the slope has its largest magnitude at the centre of the weight, so the local value exceeds the mean. On the flanks the estimate is too low, with ratio $\pi v$ for $v\ll1$ and $\pi/v$ for $v\gg1$. A derivative spectrum therefore shows a Debye peak that is higher and narrower than the true one. The repair factor $\tan x/x$ must not be applied there.

## Comparison on a thin-film capacitor

Consider a parallel-plate capacitor in the regime of amorphous hafnium oxide, with rough typical values: thickness 20 nm, area $10^{-4}$ cm², high-frequency permittivity 20. A power-law part is added whose loss at 1 kHz is $\varepsilon''=0.100$. This loss is held fixed while the two exponents are compared.

The capacitance without dielectric is $C_0=4.427$ pF. With five data points per decade the logarithmic step is $h=(\ln10)/5=0.4605$, and the neighbours of 1 kHz lie at 631 Hz and 1585 Hz. The estimate from measured capacitances is

$$
L_h=-\frac\pi2\,\frac{C(1585\,\mathrm{Hz})-C(631\,\mathrm{Hz})}{2h\,C_0}.
$$

For $n=0.8$ the capacitances at 1585 Hz and 631 Hz, in that order, are 89.7845 and 90.0359 pF. Their difference, taken before rounding, is 0.25134 pF in size, so

$$
L_h=\frac{1.5708\times0.25134}{0.92103\times4.4271}=0.0968 .
$$

For $n=0.5$ they are 88.8935 and 89.0992 pF, a difference of 0.2057 pF, and $L_h=0.0792$. The errors are $-3.2\,\%$ and $-20.8\,\%$, slightly smaller than for a true derivative. The reason is the finite step:

$$
\frac{e^{-sh}-e^{sh}}{2h}=-s\,\frac{\sinh(sh)}{sh},
$$

so the estimate is multiplied by $\sinh(sh)/(sh)>1$. With one point per decade, $h=\ln10$, the errors shrink to $+0.14\,\%$ and $-2.9\,\%$. To leading order in $s$, the step adds $s^2h^2/6$ and the method loses $\pi^2s^2/12$; the two cancel at $h=\pi/\sqrt2=2.22$, or 0.96 decade. This cancellation holds for a power law with small $s$. On a spectrum with a narrow peak, a step of one decade would smear the peak.

The error can be repaired without knowing the high-frequency permittivity. For a power law, $L$ itself varies as $\omega^{-s}$, so its log-log slope supplies $s$, and $\tan x/x$ follows. For the finite-difference value $L_h$, divide also by $\sinh(sh)/(sh)$; without this step the repaired loss at five points per decade is too high by 0.14 % for $n=0.8$ and by 0.89 % for $n=0.5$. If the exponent is really 0.75, where the error is $-5.2\,\%$, and the factor for 0.8 is used, the remaining error is $0.948\times1.034-1\approx-2\,\%$. The exponent should therefore come from a wide range of frequencies. With independent reading errors of 0.01 % rms, three neighbouring values of $L_h$ at five points per decade leave $s$ uncertain by about 0.1, and at $n=0.8$ the repair then gains nothing.

## What a real film adds

The permittivity, and a loss tangent near $0.1/20=0.005$, are of a plausible size for such an oxide. The exponent 0.5 is a contrast case, far from the nearly flat loss expected of a good insulating film. The assumption most exposed in a device is that a single power law describes everything the bridge measures. Unless stated otherwise, the following changes in loss are relative to the true power-law loss and refer to $n=0.8$.

*Leakage.* A dc conductivity $\sigma$ adds $\sigma/(\varepsilon_0\omega)$ to the loss and nothing to the real part, so the derivative does not see it. For $\sigma=10^{-14}$ S/cm the addition is 0.02 % at 1 kHz but 4.5 % at 1 Hz, more than the error of the method. For $n=0.5$ it is 0.6 % at 1 Hz, because that power-law loss has risen more steeply towards low frequency. Whether this blindness is a fault depends on the aim: $L$ estimates the relaxation loss, not the total.

*Series resistance.* With a resistance $R$ in the leads, the apparent permittivity is $\varepsilon/(1+ia\varepsilon)$, where $a=\omega RC_0$. To first order in $a$ the directly measured loss gains $a\varepsilon'^2$. For 50 Ω this is 0.57 % at 1 kHz, while the derivative estimate shifts by 0.007 %. At 1 MHz the direct loss is too high by a factor of about 23, and the estimate is also useless, shifted by +202 %. These figures refer to the parallel-equivalent capacitance, whose derivative suppresses the artefact at low frequency but does not remove it. The series-equivalent capacitance, $C_0(\varepsilon'+\varepsilon''^2/\varepsilon')$, does not contain $R$; using it shifts the estimate by 0.3 % at 1 kHz and 0.08 % at 1 MHz through the term $\varepsilon''^2/\varepsilon'$, and leakage then enters through the same term.

*End of the power law.* The law cannot continue to zero frequency, where $\chi'$ would diverge. Let it end as in the Cole–Davidson form $(1+if/f_c)^{-s}$ with $f_c=0.01$ Hz. At 1 Hz the errors, now relative to the true Cole–Davidson loss, become $-2.35\,\%$ for $n=0.8$ and $-19.89\,\%$ for $n=0.5$. At 1 kHz they agree with the pure power law to within 0.01 percentage point. This fast approach belongs to the Cole–Davidson form. If the law ends as in the Cole–Cole form $1/[1+(if/f_c)^{s}]$ with the same $f_c$, the correction dies out only as $(f/f_c)^{-s}$: the errors are $+0.7\,\%$ for $n=0.8$ and $-11.8\,\%$ for $n=0.5$ at 1 Hz, and still $-1.7\,\%$ and $-21.1\,\%$ at 1 kHz.

*Reading error and drift.* Between the two neighbouring frequencies the capacitance changes by just 0.28 %. If one reading is off by 0.01 %, the estimated loss moves by 3.5 %, as much as the whole error of the method. A temperature drift of 0.5 K per decade of the sweep, with a rough coefficient of 150 ppm/K, moves it by 1.0 %. If the film warms while the frequency rises and the coefficient is positive, the estimate is lowered.

*Change of exponent.* If temperature or processing lowers $n$ by 0.05, the error goes from $-3.3$ to $-5.2\,\%$ for $n=0.8$, and from $-21.5$ to $-26.2\,\%$ for $n=0.5$.

*Field.* A test amplitude of 30 mV gives 0.015 MV/cm, about 0.4 % of a rough breakdown field of 4 MV/cm. For hops of length $\ell=1$ nm at 300 K, the bias of forward over backward hops varies as $\sinh u$ with $u=eF\ell/(2k_BT)$, where $F$ is the field. The departure from linearity, $\sinh u/u-1$, is 0.014 %. For hops of this length in the applied field, linear response is a good assumption. The departure grows as $(F\ell)^2$ while $u$ is small, so it reaches 1 % when $F\ell$ is about eight times larger, through longer hops or a local field above the applied one.

For this film at 1 kHz and $n=0.8$, with readings good to 0.01 %, the accuracy of the derivative estimate is thus set as much by the capacitance readings as by the formula. At $n=0.5$ the formula dominates, and the factor $\tan x/x$ is needed, with $s$ taken from a wide range of frequencies: with $s$ from three neighbouring values of $L_h$ alone, the repaired loss still has a median error near 10 %. The numerical output lists most of the values used here.

## Table of computed values

```
Pure power law (errors relative to true loss)
n=0.8: x = 0.31416 rad
n=0.8: chi''/chi' = 0.32492
n=0.8: estimate/true = 0.96688
n=0.8: error = -3.31 %
n=0.8: repair factor = 1.03425
n=0.8: two-term error = -0.13 %
n=0.8: error, 5 pts/decade = -3.17 %
n=0.8: error, 1 pt/decade = 0.14 %
n=0.5: x = 0.78540 rad
n=0.5: chi''/chi' = 1.00000
n=0.5: estimate/true = 0.78540
n=0.5: error = -21.46 %
n=0.5: repair factor = 1.27324
n=0.5: two-term error = -5.31 %
n=0.5: error, 5 pts/decade = -20.76 %
n=0.5: error, 1 pt/decade = -2.92 %
n at which error is -10 %: 0.655
Debye peak error = +57.1 %
rms width of W = 0.557 decade
W within +-1 decade = 91.9 %
Capacitor example
thickness = 20 nm, area = 1e-04 cm2
eps_inf = 20, true loss at 1 kHz = 0.100
neighbours: 631.0, 1584.9 Hz
n=0.8: C low, high = 90.0359, 89.7845 pF
n=0.8: estimated loss = 0.09683
n=0.5: C low, high = 89.0992, 88.8935 pF
n=0.5: estimated loss = 0.07924
empty-cell capacitance = 4.4271 pF
Neglected effects (percent of true power-law loss)
dc conductivity = 1e-14 S/cm
n=0.8: dc loss at 1 Hz, 1 kHz = 4.52, 0.0180 %
n=0.5: dc loss at 1 Hz, 1 kHz = 0.57, 0.0180 %
series resistance = 50 ohm, n=0.8:
1 kHz: direct loss +0.57 %, estimate +0.007 %
1 MHz: direct loss +2229.95 %, estimate +202.237 %
Cole-Davidson crossover = 0.01 Hz
n=0.8: error with crossover, at 1 Hz = -2.35 %
n=0.5: error with crossover, at 1 Hz = -19.89 %
one reading off by 0.01 %: 3.46 %
drift 0.5 K/decade at 150 ppm/K: 1.04 %
error if n=0.8 falls to 0.75: -5.19 %
error if n=0.5 falls to 0.45: -26.21 %
test amplitude = 30 mV, field = 0.0150 MV/cm
hop nonlinearity (1 nm, 300 K) = 0.0140 %
field/breakdown (rough 4 MV/cm) = 0.0038
```
